\section*{Inward integration and Whittaker matching for donor wavefunction tails}

\section{Scales and the form of the answer}

Consider one electron bound to a singly charged donor. Outside a central cell of radius $r_c$ the model has a scalar effective mass $m^*$ and the potential $-e^2/(4\pi\epsilon_0\epsilon_r r)$. The constants $\hbar$, $m^*$ and $e^2/(4\pi\epsilon_0\epsilon_r)$ form one length and one energy,
\begin{equation}
a^*=\frac{4\pi\epsilon_0\epsilon_r\hbar^2}{m^*e^2},\qquad
\mathrm{Ry}^*=\frac{\hbar^2}{2m^*a^{*2}} .
\end{equation}
The exterior wavefunction can therefore depend only on $\rho=r/a^*$ and $\lambda=E/\mathrm{Ry}^*$, apart from its amplitude. Here $E>0$ is the measured binding energy below the band edge. The cell is taken as spherical and the ground state as an $s$ state, so one radial function suffices.

Write the envelope as $F=u(r)/(\sqrt{4\pi}\,r)$. Then
\begin{equation}
-\frac{\hbar^2}{2m^*}\frac{d^2u}{dr^2}-\frac{e^2}{4\pi\epsilon_0\epsilon_r r}u=-Eu .
\end{equation}
Since $e^2/(4\pi\epsilon_0\epsilon_ra^*)=2\,\mathrm{Ry}^*$, division by $\mathrm{Ry}^*$ gives
\begin{equation}
u''=\left(\lambda-\frac{2}{\rho}\right)u,\qquad
\lambda=\frac1{\nu^2},\quad \nu=\sqrt{\frac{\mathrm{Ry}^*}{E}},
\label{radial}
\end{equation}
with primes denoting $d/d\rho$. Central-cell binding means $E>\mathrm{Ry}^*$, hence $0<\nu<1$. The hydrogenic reference is $u_1=2\rho e^{-\rho}$, with $\nu=1$.

Equation (\ref{radial}) has a decaying solution at every $E>0$. Inward integration therefore does not predict the binding energy; it turns a measured energy into a tail.

\section{The decaying solution}

Set $x=2\rho/\nu$. Because $d^2/d\rho^2=(4/\nu^2)d^2/dx^2$ and $2/\rho=4/(\nu x)$, the equation becomes
\begin{equation}
\frac{d^2W}{dx^2}=\left(\frac14-\frac{\nu}{x}\right)W .
\end{equation}
Substitute $W=xe^{-x/2}f$. Two differentiations give
\begin{equation}
\frac{d^2W}{dx^2}=e^{-x/2}\left[xf_{xx}+(2-x)f_x+\left(\frac x4-1\right)f\right],
\end{equation}
so that $xf_{xx}+(2-x)f_x-(1-\nu)f=0$. Try $f=\int_0^\infty e^{-xt}\phi(t)\,dt$. The equation requires
\begin{equation}
\int_0^\infty e^{-xt}\left[xt(1+t)-2t-(1-\nu)\right]\phi\,dt=0 .
\end{equation}
Using $xe^{-xt}=-d(e^{-xt})/dt$ and integrating by parts turns this into $[t(1+t)\phi]_t=(2t+1-\nu)\phi$, which is solved by $\phi=[(1+t)/t]^\nu$. The boundary terms vanish for $\nu<1$. With the usual normalization and $s=xt$,
\begin{equation}
W_{\nu,1/2}(x)=\frac{e^{-x/2}}{\Gamma(1-\nu)}
\int_0^\infty e^{-s}\left(1+\frac{x}{s}\right)^\nu ds .
\label{whit}
\end{equation}
This is the decaying Whittaker function, and it is positive for $0<\nu<1$.

For large $x$, write $(1+x/s)^\nu=x^\nu s^{-\nu}(1+s/x)^\nu$ and expand the last factor:
\begin{equation}
W_{\nu,1/2}(x)=e^{-x/2}x^\nu\left[1+\frac{\nu(1-\nu)}{x}+O(x^{-2})\right].
\label{far}
\end{equation}
The decay length of $u$ is thus $\nu a^*$ instead of $a^*$, and the power also changes, from $\rho$ to $\rho^\nu$.

At the other end, $W(0)=1/\Gamma(1-\nu)\neq0$. A regular Coulomb state needs $u(0)=0$, so the central cell must supply the inner boundary condition.

\section{Inward recurrence}

Let $g=\lambda-2/\rho$ and use a uniform grid of spacing $h$. Taylor expansion gives
\begin{equation}
u_{n+1}+u_{n-1}=2u_n+h^2u_n''+\frac{h^4}{12}u_n''''+O(h^6).
\end{equation}
Replace $h^2u_n''''$ by $u_{n+1}''-2u_n''+u_{n-1}''$, whose error is $O(h^4)$, and then use $u''=gu$. Solving for the inner point gives the Numerov step
\begin{equation}
u_{n-1}=\frac{2\left(1+\frac{5h^2}{12}g_n\right)u_n-
\left(1-\frac{h^2}{12}g_{n+1}\right)u_{n+1}}
{1-\frac{h^2}{12}g_{n-1}} .
\label{numerov}
\end{equation}
The local error is $O(h^6)$ and the accumulated error $O(h^4)$.

\begin{verbatim}
input  E, m*, eps_r, r_c, h, outer radius R
a*, Ry* from m*, eps_r;  nu = sqrt(Ry*/E)
require nu < 1
grid rho[k] = r_c/a* + k h,  k = 0..M, rho[M] = R
u[M] = 1;  u[M-1] = exp(h/nu)
for n = M-1 down to 1:
    u[n-1] = Numerov step
choose a match index m, well inside R
scale u by W(2 rho[m]/nu) / u[m]
compare u with W at other radii
divide by sqrt(norm)
\end{verbatim}

The cost is $M$ steps of fixed work. Storage is $O(M)$ if the profile is kept, or a few numbers if only selected radii are needed. The recurrence supplies the whole profile cheaply, and one Whittaker value fixes its scale. Agreement at a second radius is the informative comparison, because agreement at the match point is imposed.

\section{Stability and the outer radius}

A second solution is $G=W\int^\rho ds/W^2$: its Wronskian with $W$ is constant. By (\ref{far}), the integrand grows as $e^{2s/\nu}s^{-2\nu}$, so an admixture of $G$ has relative size
\begin{equation}
\delta(\rho)=\frac{cG}{W}\propto e^{2\rho/\nu}\rho^{-2\nu}.
\label{delta}
\end{equation}
This proportionality holds in the far tail only. At every radius $|\delta|=|c|\int_0^\rho ds/W^2$ increases with $\rho$, so the admixture shrinks on the way in and grows on the way out.

The exponential seed omits the power $\rho^\nu$. To leading order $W'/W=-1/\nu+\nu/\rho$ and $G'/G=1/\nu-\nu/\rho$. Demanding slope $-1/\nu$ for $W+cG$ at $R$ gives
\begin{equation}
\frac{\nu}{R}+\delta(R)\left(\frac2\nu-\frac\nu R\right)=0,
\qquad \delta(R)\simeq-\frac{\nu^2}{2R}.
\end{equation}
At a radius $\rho<R$ that is still in the far tail, this has been multiplied by about $e^{-2(R-\rho)/\nu}(R/\rho)^{2\nu}$, which tells how far $R$ must lie beyond the last radius of interest. For $\nu=0.814$ and $R=12$ this factor is 6\% too small at $\rho=6$ and 25\% too small at $\rho=3$; it should not be used near the cell.

For the example below, $\nu=0.814$, $h=0.0025$ and $R=30.1$, which takes 12\,000 intervals. After matching at three $a^*$ beyond the cell edge, the largest relative difference from $W$ at six radii, from the edge to $15a^*$ beyond it, is $4\times10^{-10}$. Halving a coarser step from 0.01 to 0.005 reduces the relative error at the edge by a factor 15.9, close to the fourth-order value 16.

With a deliberately flat seed placed $12a^*$ beyond the edge, the relative deviation falls by a factor 9.95 between the points one and two $a^*$ further in; (\ref{delta}) gives 10.01. In contrast, outward integration started from two accurate $W$ values at the edge has a relative error of $3\times10^4$ after $15a^*$. Small discretization errors feed $G$, which then dominates.

\section{Why the tail contracts}

From (\ref{radial}) for $u_\nu$ and $u_1$,
\begin{equation}
(u_1u_\nu'-u_\nu u_1')'=(\lambda-1)u_1u_\nu>0 .
\end{equation}
The Coulomb terms have cancelled. The bracket vanishes at infinity and increases towards that zero, so it is negative at every finite exterior radius. Therefore
\begin{equation}
\frac{d}{d\rho}\ln\frac{u_\nu^2}{u_1^2}
=2\left(\frac{u_\nu'}{u_\nu}-\frac{u_1'}{u_1}\right)<0 .
\label{mono}
\end{equation}
The density ratio falls throughout the exterior, not merely asymptotically. This result does not depend on the normalization.

\section{Amplitude}

The energy fixes the shape of the tail, but its amplitude also depends on the weight inside the cell. A useful reference is the point-cell limit, in which $W$ extends to $\rho=0$. Let $v=\partial u/\partial\lambda$. Differentiating (\ref{radial}) gives $v''=(\lambda-2/\rho)v+u$, hence $(uv'-u'v)'=u^2$. Integration from $\rho$ to infinity yields
\begin{equation}
\int_\rho^\infty u^2\,ds=-(uv'-u'v)_\rho
=-u^2\frac{\partial}{\partial\lambda}\left(\frac{u'}u\right)_\rho .
\label{normid}
\end{equation}

The logarithmic slope near zero is now needed. Call the integral in (\ref{whit}) $I(x)$. Its derivative, again with $s=xt$, is
\begin{equation}
\frac{dI}{dx}=\nu\int_0^\infty e^{-xt}\left(\frac{t}{1+t}\right)^{-\nu}\frac{dt}{1+t}.
\end{equation}
Subtract and add the same integral with the whole factor $[t/(1+t)]^{-\nu}$ replaced by 1. The added part tends to $-\ln x-\gamma$, where $\gamma$ is Euler's constant. In the difference set $x=0$ and $z=t/(1+t)$:
\begin{equation}
\int_0^1\frac{z^{-\nu}-1}{1-z}\,dz=-\psi(1-\nu)-\gamma,
\end{equation}
where $\psi$ is the digamma function. Integrating $dI/dx$ from $I(0)=1$ and including $e^{-x/2}$ gives
\begin{equation}
\frac{u(\rho)}{u(0)}=1-\frac\rho\nu-2\rho\left[\ln\frac{2\rho}{\nu}+\psi(1-\nu)+2\gamma-1\right]+\cdots .
\end{equation}
Consequently, as $\rho\to0$,
\begin{equation}
\frac{u'}u=-\frac1\nu-2\ln\frac{2\rho}\nu-2\psi(1-\nu)-4\gamma+o(1).
\end{equation}
The divergent $\ln\rho$ does not depend on $\nu$. The $\nu$ derivative is $1/\nu^2+2/\nu+2\psi'(1-\nu)$, and $d\nu/d\lambda=-\nu^3/2$. Equation (\ref{normid}) then gives
\begin{equation}
N_0=\int_0^\infty W^2d\rho=
\frac{\nu/2+\nu^2+\nu^3\psi'(1-\nu)}{\Gamma(1-\nu)^2}.
\label{norm}
\end{equation}

As $\nu\to1$, $\Gamma(1-\nu)^{-2}\to(1-\nu)^2$ and $\psi'(1-\nu)\to(1-\nu)^{-2}$, so $N_0\to1$, the hydrogenic norm. At $\nu=1$ itself (\ref{norm}) is an indeterminate product of zero and infinity, which a program cannot evaluate. The recurrences of $\Gamma$ and $\psi'$ give the equivalent form
\begin{equation}
N_0=\frac{\nu^3+(1-\nu)^2[\nu/2+\nu^2+\nu^3\psi'(2-\nu)]}{\Gamma(2-\nu)^2}.
\end{equation}
In the opposite limit, $\nu\to0$, the Coulomb term is negligible on the scale of the state, $W\to e^{-\rho/\nu}$ and $N_0\to\nu/2$.

The point-cell density relative to hydrogenic $1s$ is
\begin{equation}
D(r)=\frac{W_{\nu,1/2}(2\rho/\nu)^2}{4N_0\rho^2e^{-2\rho}} .
\label{ratio}
\end{equation}
It starts at infinity, since $W(0)\ne0$, and by (\ref{mono}) falls steadily to zero. It crosses one once. Both densities have unit norm, so the donor has less weight than $1s$ beyond any chosen positive radius.

For a finite cell let $P$ be the probability inside it. The squared amplitude multiplying $W^2$ is
\begin{equation}
A^2=\frac{1-P}{\int_{\rho_c}^{\infty}W^2d\rho},\qquad \rho_c=\frac{r_c}{a^*}.
\label{amp}
\end{equation}
Setting $P=0$ gives an upper bound on the tail amplitude.

\section{A donor in the silicon regime}

Take $m^*=0.30\,m_e$, $\epsilon_r=11.7$ and $E=45$ meV, chosen as model inputs in the regime of phosphorus in silicon. They give $\mathrm{Ry}^*=29.82$ meV and $a^*=2.064$ nm, so
\begin{equation}
\nu=\sqrt{29.82/45.0}=0.814,\qquad \nu a^*=1.68\ \mathrm{nm}.
\end{equation}
The decay length is 19\% shorter than in the hydrogenic state. Equation (\ref{norm}) gives $N_0=0.7063$.

At $r=10$ nm, $\rho=4.845$ and $x=11.9$. Inserting (\ref{far}) in (\ref{ratio}) separates the causes:
\begin{align}
D&\simeq\frac{(2/\nu)^{2\nu}}{4N_0}\,\rho^{2\nu-2}
e^{-2\rho(1/\nu-1)}\left[1+\frac{\nu(1-\nu)}x\right]^2\nonumber\\
&\simeq1.53\times0.556\times0.109\times1.026=0.095 .
\end{align}
The exponential accounts for most of the reduction. Direct evaluation of $W$ gives $D=1.12$, 0.38, 0.095, 0.027 and 0.0079 at 2, 5, 10, 15 and 20 nm. The densities cross at 2.25 nm.

Quadrature of the normalized density gives a mean radius of 2.07 nm, against $3a^*/2=3.10$ nm for $1s$. This contraction exceeds that of the decay length because the shape changes too: the power of $r$ in the tail is lower, and $u$ no longer vanishes at the centre. In the limit $\nu\to0$ the mean radius is $\nu a^*/2$, without the hydrogenic factor 3. The weight beyond 5 nm is 3.7\%, against 13.8\% for $1s$; beyond 10 nm it is 0.026\%, against 0.36\%.

To size the effect of a finite cell, add a square well inside $r_c$, keeping the Coulomb term. Integrate outward from $u(0)=0$ and adjust the depth until $u'/u$ at $r_c$ equals the Whittaker value at 45 meV. For the nodeless solution, radii of 0.1, 0.2 and 0.3 nm need depths of 20.9, 4.3 and 1.7 eV and hold $P=0.3\%$, 1.1\% and 2.2\%. At fixed energy, the 10 nm ratio rises above its point-cell value by less than 1\% in all three cases. These wells are stand-ins: effective-mass theory does not describe the real cell. Here $P$ grows with the radius, yet the tail rises, because each well holds less weight than $W$ continued to the centre would. At a fixed cell radius, a larger $P$ lowers the tail according to (\ref{amp}).

The energy matters more. Raising $E$ from 45 to 46 meV, with mass and permittivity fixed, lowers the 10 nm ratio from 0.095 to 0.083, or by 13\%. The scalar inputs matter at least as much and are less well fixed than a measured energy: at 45 meV, $m^*=0.31\,m_e$ gives 0.108 and $\epsilon_r=11.4$ gives 0.124.

\section{Real silicon and failure modes}

The scalar mass is the assumption that silicon breaks most directly. With rough valley masses $m_t=0.19\,m_e$ and $m_l=0.92\,m_e$, minimizing the energy of an ellipsoidal exponential trial function gives a single-valley binding of 29.6 meV. This variational lower bound on the binding lies close to $\mathrm{Ry}^*$, so the scalar reference energy is reasonable. The directional tail is not scalar, however. Along a principal axis of one valley the leading decay length is $\hbar/\sqrt{2m_iE}$: 2.11 nm for $m_t$ and 0.96 nm for $m_l$. With the two energies held at 45 and 29.82 meV, the exponential part of the 10 nm ratio is 0.17 and 0.021 respectively, against 0.109 for $m^*$. The ratio of decay lengths, $\nu$, is the same in each direction. When all six valleys contribute, the slowly decaying $m_t$ valleys dominate along a cube axis, so the exponential factor there is close to 0.17; along a body diagonal, where all valleys decay alike, it is 0.070. The full density ratio also contains prefactors and powers of $r$ that depend on direction, so these factors do not replace it.

If the lattice-periodic parts of the Bloch functions are ignored, six equal valley envelopes added in phase also multiply the density by $\frac23(\cos k_0x+\cos k_0y+\cos k_0z)^2$. Its mean is 1 and its maximum 6. For $k_0=0.85(2\pi/a)$ and a lattice constant $a=0.54$ nm the wavelength is 0.64 nm. The scalar result is thus an envelope estimate, not a density at a given lattice site; far out, the valley envelopes are unequal and this simple factor no longer holds.

Temperature and field limit when the bound state is relevant. For $10^{16}$ uncompensated donors per cm$^3$, ionization balance with six valleys and a spin-degenerate ground level gives neutral fractions near 1 at 4 K, 0.64 at 77 K and 0.004 at 300 K. These values omit excited donor levels, which matter once the donor is warm: adding the five other $1s$ valley combinations, taken 12 meV above the ground level, raises the fractions to about 0.72 at 77 K and 0.017 at 300 K. Still higher levels change the 77 K value little but can more than double the one at 300 K, where nearly all donors are ionized in any case. In a field $\mathcal F$, the Coulomb barrier top lies at $-2\sqrt{e^3\mathcal F/(4\pi\epsilon_0\epsilon_r)}$. Equating this to $-E$ gives $\mathcal F=\pi\epsilon_0\epsilon_rE^2/e^3=0.041$ MV/cm; tunnelling and, at low temperature, impact by free carriers can ionize the donor below that field. The mean spacing $N^{-1/3}$ is 46 nm, and the rule of thumb $N^{1/3}a^*=0.25$ for the Mott transition gives $1.8\times10^{18}$ cm$^{-3}$, or $3.3\times10^{18}$ cm$^{-3}$ if the contracted length $\nu a^*$ replaces $a^*$. Both lie far above the density taken here, so the electrons stay bound to single donors. The far tail is less isolated. For randomly placed donors the mean nearest-neighbour distance is $0.554N^{-1/3}=26$ nm, and a point at distance $r$ from one donor has another donor closer with probability $1-e^{-4\pi Nr^3/3}$: 4\% at 10 nm, 13\% at 15 nm and 28\% at 20 nm. The ratios quoted at 15 and 20 nm therefore describe a single donor, or lower doping.

Two failures need an explicit guard in code. If $1<\nu<2$, then $\lambda<1$ and the inequality in (\ref{mono}) reverses in the far tail. $W$ also has a node, since $W(0)<0$ while the far tail is positive, and this node can lie outside the cell. If $h$ is not small compared with $\rho_c$, the Numerov step loses its fourth-order convergence near the Coulomb singularity. Integration should stop at the cell edge, since continuing the recurrence to zero would add no knowledge of the cell.

Numbers in the example were calculated in double precision.
